**Conformal maps and heat flow: steady and transient tests on a silicon bend**

A plane conformal map with local stretch s leaves a scalar conductivity κ unchanged and requires the heat capacity per volume c to become c/s². The program tests the general transformation rule on a nonconformal map, with symbolic derivatives evaluated at one point, and checks Jacobians of a conformal map in two dimensions and of inversion in three. A matrix-rank test, on low-order polynomials, illustrates that an analytic map fixed on an arc is the identity. Finite elements in Cartesian coordinates then test the quarter-ring bend against its equivalent straight strip: conductance, edge flux densities, a steady field varying in both directions, contact conductance, total capacity and transient temperature. With capacity c(r₂/r)², where r is the radius and r₂ its outer value, the bend follows the strip to within 0.0052 K at 80 µs after a 10 K step. With uniform capacity the error reaches 2.1 K at that time, and the slowest relaxation time is 245 µs instead of 440 µs. The output also gives rough sizes for surface scattering, radiation, contact resistance and the response of a polymer coating; these are estimates and are not asserted.

## Numerical check

```python
# RESULT UNDER TEST
# A map with Jacobian J carries heat conduction into a medium with
#   conductivity  kappa' = J kappa J^T / |det J|,  capacity  c' = c / |det J|.
# For a 2D conformal map with local stretch s this gives kappa' = kappa and
# c' = c / s^2: steady flow needs no new material, transient flow does.
# Example: a straight strip (u along, v across) is bent into a quarter ring by
#   w = a exp(i (u + i v) / a),  a = outer radius,  so that  s = r / a.
# kappa: W/(m K); c: J/(m^3 K); lengths in m; times in s; temperatures in K
# are measured from the cold end. The finite elements use Cartesian vertices.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh

# ---------- general transformation rule, on a nonconformal map ----------
x, y = sp.symbols("x y", real=True)
X, Y = sp.symbols("X Y", positive=True)
forward = sp.Matrix([x * sp.exp(y / 2), sp.exp(y)])
inverse = {x: X / sp.sqrt(Y), y: sp.log(Y)}
jac = forward.jacobian([x, y])
temp = x**3 * y + sp.sin(x) * y**2
carried = temp.subs(inverse)
gradient = sp.Matrix([sp.diff(carried, X), sp.diff(carried, Y)])
new_kappa = (jac * jac.T / jac.det()).subs(inverse)
target = ((sp.diff(temp, x, 2) + sp.diff(temp, y, 2)) / jac.det()).subs(inverse)
point = {X: sp.Rational(13, 10), Y: sp.Rational(17, 10)}


def divergence(flux):
    return sp.diff(flux[0], X) + sp.diff(flux[1], Y)


rule_error = abs(float((divergence(new_kappa * gradient) - target).subs(point).evalf()))
plain_error = abs(float((divergence(gradient) - target).subs(point).evalf()))
assert rule_error < 1e-10
assert plain_error > 1e-2  # unchanged conductivity fails for this map

# isotropy of kappa' is equivalent to the Cauchy-Riemann equations
ja, jb, jc, jd = sp.symbols("ja jb jc jd", real=True)
general = sp.Matrix([[ja, jb], [jc, jd]])
excess = (general * general.T).trace() - 2 * general.det()
assert sp.expand(excess - (ja - jd)**2 - (jb + jc)**2) == 0
assert sp.simplify((general * general.T / general.det()).det() - 1) == 0


# ---------- Jacobians by finite differences ----------
def jacobian_fd(func, p, step=1e-5):
    p = np.array(p, float)
    cols = []
    for k in range(len(p)):
        e = np.zeros(len(p))
        e[k] = step
        cols.append((func(p + e) - func(p - e)) / (2 * step))
    return np.array(cols).T


def kappa_ratio(J):
    return J @ J.T / abs(np.linalg.det(J))


def sinh_map(p):
    w = np.sinh(p[0] + 1j * p[1])
    return np.array([w.real, w.imag])


def inversion_3d(p):
    return p / np.dot(p, p)


ratio_2d = kappa_ratio(jacobian_fd(sinh_map, [0.7, 0.4]))
assert np.allclose(ratio_2d, np.eye(2), atol=1e-7)
ratio_stretch = kappa_ratio(jacobian_fd(lambda p: np.array([2 * p[0], p[1]]), [0.7, 0.4]))
J3 = jacobian_fd(inversion_3d, [1.0, 0.5, 0.2])
stretch_3d = np.linalg.norm(J3[:, 0])
ratio_3d = kappa_ratio(J3)
assert np.allclose(ratio_3d, np.eye(3) / stretch_3d, atol=1e-6)

# ---------- maps tied to the identity on a boundary arc ----------
arc = np.exp(1j * np.linspace(0, 2, 40))
analytic = np.array([arc**k for k in range(5)]).T
with_nonanalytic = np.column_stack([analytic, arc * np.conj(arc)])
rank_analytic = np.linalg.matrix_rank(analytic)
rank_nonanalytic = np.linalg.matrix_rank(with_nonanalytic)
assert rank_analytic == 5      # only the identity agrees with z on the arc
assert rank_nonanalytic < 6    # nonanalytic maps have freedom left

# ---------- silicon bend, rough typical material values ----------
kappa, cap = 150.0, 1.65e6
r_in, r_out, thick = 200e-6, 400e-6, 5e-6
angle, dT = np.pi / 2, 10.0
diffusivity = kappa / cap
length = r_out * angle
width = r_out * np.log(r_out / r_in)
t_view = 80e-6


def strip_transient(u, t):
    n = np.arange(1, 200)[:, None]
    modes = np.sin(n * np.pi * u / length) / n
    decay = np.exp(-(n * np.pi / length)**2 * diffusivity * t)
    return dT * (1 - u / length) - 2 * dT / np.pi * (modes * decay).sum(axis=0)


def study(nr, nt):
    """Finite-element study of the bend with nr by nt cells."""
    R, TH = np.meshgrid(np.linspace(r_in, r_out, nr + 1),
                        np.linspace(0, angle, nt + 1), indexing="ij")
    ids = np.arange(R.size).reshape(R.shape)
    p00, p10 = ids[:-1, :-1].ravel(), ids[1:, :-1].ravel()
    p11, p01 = ids[1:, 1:].ravel(), ids[:-1, 1:].ravel()
    tri = np.vstack([np.column_stack([p00, p10, p11]),
                     np.column_stack([p00, p11, p01])])
    r, th = R.ravel(), TH.ravel()
    px, py = r * np.cos(th), r * np.sin(th)
    xt, yt = px[tri], py[tri]
    b = np.roll(yt, -1, axis=1) - np.roll(yt, -2, axis=1)
    c = np.roll(xt, -2, axis=1) - np.roll(xt, -1, axis=1)
    area = 0.5 * (b[:, 0] * c[:, 1] - b[:, 1] * c[:, 0])
    assert area.min() > 0
    K = np.zeros((r.size, r.size))
    for i in range(3):
        for j in range(3):
            np.add.at(K, (tri[:, i], tri[:, j]),
                      kappa * (b[:, i] * b[:, j] + c[:, i] * c[:, j]) / (4 * area))

    def lumped_capacity(c_node):
        ct = c_node[tri]
        m = np.zeros(r.size)
        np.add.at(m, tri, area[:, None] / 12 * (ct + ct.sum(axis=1, keepdims=True)))
        return m

    hot, cold = ids[:, 0], ids[:, -1]

    def steady(matrix, fixed, values):
        T = np.zeros(r.size)
        T[fixed] = values
        free = np.setdiff1d(np.arange(r.size), fixed)
        T[free] = np.linalg.solve(matrix[np.ix_(free, free)],
                                  -matrix[np.ix_(free, fixed)] @ T[fixed])
        return T

    out = {}
    ends = np.concatenate([hot, cold])
    end_values = np.concatenate([np.full(nr + 1, dT), np.zeros(nr + 1)])
    T_lin = steady(K, ends, end_values)
    out["linear_error"] = np.abs(T_lin - dT * (1 - th / angle)).max()
    out["conductance"] = thick * (K @ T_lin)[hot].sum() / dT
    mid = nt // 2
    grid = T_lin.reshape(R.shape)
    chord = 2 * np.sin(angle / nt)
    out["flux"] = [kappa * (grid[i, mid - 1] - grid[i, mid + 1]) / (chord * R[i, 0])
                   for i in (0, -1)]

    # steady field that varies both along and across the strip
    v = r_out * np.log(r_out / r)
    u = r_out * th
    exact = (dT * np.cos(np.pi * v / width) * np.sinh(np.pi * (length - u) / width)
             / np.sinh(np.pi * length / width))
    T_two = steady(K, ends, np.concatenate([exact[hot], np.zeros(nr + 1)]))
    out["two_dim_error"] = np.abs(T_two - exact).max()

    # imperfect contact at the cold end, strip value h0 = kappa / length
    h0 = kappa / length
    weights = np.full(nr + 1, (r_out - r_in) / nr)
    weights[[0, -1]] /= 2
    for name, h in (("contact_tailored", h0 * r_out / r[cold]),
                    ("contact_uniform", np.full(nr + 1, h0))):
        K2 = K.copy()
        K2[cold, cold] += h * weights
        out[name] = steady(K2, hot, np.full(nr + 1, dT))[cold]

    # sudden heating of one end, exact in time through the eigenmodes
    free = np.setdiff1d(np.arange(r.size), ends)
    times = np.arange(10, 1001, 10) * 1e-6
    inner, outer = ids[0, mid], ids[-1, mid]
    for name, c_node in (("uniform", np.full(r.size, cap)),
                         ("tailored", cap * (r_out / r)**2)):
        mass = lumped_capacity(c_node)
        root = np.sqrt(mass[free])
        lam, vec = eigh(K[np.ix_(free, free)] / np.outer(root, root))
        amp = vec.T @ (-root * T_lin[free])

        def field(t):
            T = T_lin.copy()
            T[free] += (vec @ (np.exp(-lam * t) * amp)) / root
            return T

        history = np.array([field(t)[[inner, outer]] for t in times])
        gap = np.abs(history[:, 0] - history[:, 1])
        T_view = field(t_view)
        out[name] = {"tau": 1 / lam[0], "gap": gap.max(), "t_gap": times[gap.argmax()],
                     "inner": T_view[inner], "outer": T_view[outer],
                     "error": np.abs(T_view - strip_transient(u, t_view)).max(),
                     "total": mass.sum() * thick}
    return out


coarse, fine = study(16, 32), study(28, 56)
uni, tail = fine["uniform"], fine["tailored"]
G_formula = kappa * thick * np.log(r_out / r_in) / angle
tau_formula = length**2 / (np.pi**2 * diffusivity)
flux_formula = [kappa * dT / (angle * rr) for rr in (r_in, r_out)]
T_mid_series = strip_transient(np.array([length / 2]), t_view)[0]
strip_capacity = cap * length * width * thick

# steady claims: tolerances cover the finite mesh
assert abs(fine["conductance"] / G_formula - 1) < 3e-3
assert fine["linear_error"] < 0.02
assert np.allclose(fine["flux"], flux_formula, rtol=0.01)
assert fine["two_dim_error"] < 0.1
assert fine["two_dim_error"] < 0.6 * coarse["two_dim_error"]
contact_gap_t = np.ptp(fine["contact_tailored"])
contact_gap_u = np.ptp(fine["contact_uniform"])
assert np.abs(fine["contact_tailored"] - dT / 2).max() < 0.03
assert contact_gap_u > 0.1 and contact_gap_t < 0.1 * contact_gap_u
# transient claims
assert tail["error"] < 0.05
assert abs(tail["tau"] / tau_formula - 1) < 5e-3
assert abs(tail["total"] / strip_capacity - 1) < 5e-3
assert uni["gap"] > 0.2 and tail["gap"] < 0.1 * uni["gap"]
assert uni["error"] > 10 * tail["error"]

# ---------- effects left out, with rough typical inputs ----------
mfp, sound, T_room, power = 1e-6, 6400.0, 300.0, 1.3
contact_res, kappa_poly, cap_poly = 1e-8, 0.2, 1.7e6
film_drop = 3 * mfp / (8 * thick)
kappa_change = 1 - ((T_room + dT) / T_room)**(-power)
h_rad = 4 * constants.Stefan_Boltzmann * T_room**3
mid_length = angle * (r_in + r_out) / 2
loss_ratio = 2 * h_rad * mid_length**2 / (kappa * thick)
contact_ratio = contact_res * kappa / (angle * r_in)
max_factor = (r_out / r_in)**2
poly_thick = (max_factor - 1) * cap * thick / cap_poly
poly_time = 4 * poly_thick**2 * cap_poly / (np.pi**2 * kappa_poly)

us, um = 1e6, 1e6
print(f"General rule, residual: {rule_error:.1e}; with kappa unchanged: {plain_error:.2f}")
print(f"2D conformal map, kappa'/kappa diagonal: {ratio_2d[0,0]:.6f}, {ratio_2d[1,1]:.6f}")
print(f"2D stretch by 2 along x, kappa'/kappa: {ratio_stretch[0,0]:.3f}, {ratio_stretch[1,1]:.3f}")
print(f"3D inversion: stretch s = {stretch_3d:.4f}, kappa'/kappa = {ratio_3d[0,0]:.4f}")
print(f"Arc test, rank/columns: analytic {rank_analytic}/5, nonanalytic {rank_nonanalytic}/6")
print(f"Silicon (rough): kappa = {kappa:.0f} W/(m K), c = {cap/1e6:.2f} MJ/(m^3 K)")
print(f"Diffusivity: {diffusivity*1e4:.3f} cm^2/s")
print(f"Bend radii: {r_in*um:.0f} and {r_out*um:.0f} um; thickness {thick*um:.0f} um")
print(f"End temperature step: {dT:.0f} K")
print(f"Equivalent strip: length {length*um:.1f} um, width {width*um:.1f} um")
print(f"Conductance: formula {G_formula*1e3:.4f} mW/K, mesh {fine['conductance']*1e3:.4f} mW/K")
print(f"  mesh shift {abs(fine['conductance']-coarse['conductance'])*1e3:.5f} mW/K")
print(f"Steady heat flow: {G_formula*dT*1e3:.3f} mW")
print(f"Largest deviation from T linear in angle: {fine['linear_error']:.5f} K")
print(f"Flux density, formula: inner {flux_formula[0]/1e6:.3f}, outer {flux_formula[1]/1e6:.3f} W/mm^2")
print(f"Flux density, mesh: inner {fine['flux'][0]/1e6:.3f}, outer {fine['flux'][1]/1e6:.3f} W/mm^2")
print(f"2D steady field error: coarse {coarse['two_dim_error']:.4f}, fine {fine['two_dim_error']:.4f} K")
print(f"Contact test, strip h0 = {kappa/length/1e6:.4f} MW/(m^2 K), strip end at {dT/2:.2f} K")
print(f"  end spread: tailored h {contact_gap_t:.4f} K, uniform h {contact_gap_u:.3f} K")
print(f"Tailored capacity c'/c: outer edge 1, inner edge {max_factor:.2f}")
print(f"Total capacity: uniform {uni['total']*1e9:.1f} nJ/K, tailored {tail['total']*1e9:.1f} nJ/K")
print(f"Capacity of equivalent strip: {strip_capacity*1e9:.1f} nJ/K")
print(f"Mid-angle temperatures at {t_view*us:.0f} us:")
print(f"  strip series {T_mid_series:.3f} K")
print(f"  tailored: inner {tail['inner']:.3f} K, outer {tail['outer']:.3f} K")
print(f"  uniform: inner {uni['inner']:.3f} K, outer {uni['outer']:.3f} K")
print(f"Largest error against strip at {t_view*us:.0f} us, whole bend:")
print(f"  tailored {tail['error']:.4f} K, uniform {uni['error']:.3f} K")
print(f"Largest mid-angle radial difference (10 to 1000 us, steps of 10 us):")
print(f"  uniform {uni['gap']:.3f} K at {uni['t_gap']*us:.0f} us; tailored {tail['gap']:.4f} K")
print(f"  mesh shift, uniform {abs(uni['gap']-coarse['uniform']['gap']):.4f} K")
print(f"Slowest relaxation time: strip formula {tau_formula*us:.1f} us")
print(f"  tailored {tail['tau']*us:.1f} us, uniform {uni['tau']*us:.1f} us")
print(f"  mesh shift, uniform {abs(uni['tau']-coarse['uniform']['tau'])*us:.2f} us")
print(f"Rough phonon mean free path {mfp*um:.0f} um, sound speed {sound:.0f} m/s")
print(f"  film-surface scattering lowers kappa by about {film_drop*100:.1f} %")
print(f"  phonon relaxation time {mfp/sound*1e9:.2f} ns")
print(f"kappa ~ T^-{power} (rough): change over the step {kappa_change*100:.1f} %")
print(f"Black-body loss, two faces: h = {h_rad:.2f} W/(m^2 K) per face")
print(f"  loss / conduction parameter {loss_ratio:.1e}")
print(f"Contact resistance {contact_res:.0e} m^2 K/W (rough): {contact_ratio*100:.2f} % of inner path")
print(f"Polymer (rough): kappa {kappa_poly} W/(m K), c {cap_poly/1e6:.1f} MJ/(m^3 K)")
print(f"  layer needed at inner edge {poly_thick*um:.1f} um, its response time {poly_time*us:.0f} us")
print("verified")
```

Output:

```
General rule, residual: 2.4e-125; with kappa unchanged: 0.95
2D conformal map, kappa'/kappa diagonal: 1.000000, 1.000000
2D stretch by 2 along x, kappa'/kappa: 2.000, 0.500
3D inversion: stretch s = 0.7752, kappa'/kappa = 1.2900
Arc test, rank/columns: analytic 5/5, nonanalytic 5/6
Silicon (rough): kappa = 150 W/(m K), c = 1.65 MJ/(m^3 K)
Diffusivity: 0.909 cm^2/s
Bend radii: 200 and 400 um; thickness 5 um
End temperature step: 10 K
Equivalent strip: length 628.3 um, width 277.3 um
Conductance: formula 0.3310 mW/K, mesh 0.3310 mW/K
  mesh shift 0.00017 mW/K
Steady heat flow: 3.310 mW
Largest deviation from T linear in angle: 0.00000 K
Flux density, formula: inner 4.775, outer 2.387 W/mm^2
Flux density, mesh: inner 4.775, outer 2.388 W/mm^2
2D steady field error: coarse 0.0404, fine 0.0133 K
Contact test, strip h0 = 0.2387 MW/(m^2 K), strip end at 5.00 K
  end spread: tailored h 0.0033 K, uniform h 0.317 K
Tailored capacity c'/c: outer edge 1, inner edge 4.00
Total capacity: uniform 777.4 nJ/K, tailored 1437.5 nJ/K
Capacity of equivalent strip: 1437.2 nJ/K
Mid-angle temperatures at 80 us:
  strip series 0.092 K
  tailored: inner 0.094 K, outer 0.093 K
  uniform: inner 0.974 K, outer 0.329 K
Largest error against strip at 80 us, whole bend:
  tailored 0.0052 K, uniform 2.095 K
Largest mid-angle radial difference (10 to 1000 us, steps of 10 us):
  uniform 0.710 K at 110 us; tailored 0.0028 K
  mesh shift, uniform 0.0045 K
Slowest relaxation time: strip formula 440.0 us
  tailored 440.1 us, uniform 244.8 us
  mesh shift, uniform 0.02 us
Rough phonon mean free path 1 um, sound speed 6400 m/s
  film-surface scattering lowers kappa by about 7.5 %
  phonon relaxation time 0.16 ns
kappa ~ T^-1.3 (rough): change over the step 4.2 %
Black-body loss, two faces: h = 6.12 W/(m^2 K) per face
  loss / conduction parameter 3.6e-03
Contact resistance 1e-08 m^2 K/W (rough): 0.48 % of inner path
Polymer (rough): kappa 0.2 W/(m K), c 1.7 MJ/(m^3 K)
  layer needed at inner edge 14.6 um, its response time 730 us
verified
```
